# Apparent activation energy of growth when an adsorbed precursor reacts or desorbs

## 1. Definitions and conventions

A gas of precursor molecules strikes a surface with flux $F$ (molecules per area and time). A fraction $s$ is trapped in a weakly bound state, the adsorbed precursor, whose density is $n$. A trapped molecule leaves this state in one of two ways. It reacts and joins the film, or it desorbs intact. Both are first-order processes with the rate constants

$$k_r=\nu_r e^{-\beta E_r},\qquad k_d=\nu_d e^{-\beta E_d},\qquad \beta=\frac{1}{k_BT},$$

where $T$ is the surface temperature. The growth rate $R=k_r n$ counts reacted molecules per area and time. Energies are in eV per molecule.

The apparent activation energy is the local slope of the Arrhenius plot,

$$E_{\rm app}=-\frac{d\ln R}{d\beta}=k_BT^2\,\frac{d\ln R}{dT}.$$

The second form follows from $d\beta=-dT/(k_BT^2)$. A negative $E_{\rm app}$ means that growth slows on heating. It is a property of a rate and need not be the height of any barrier.

For any positive quantity $A(\beta)$, write $\mathcal E[A]=-d\ln A/d\beta$. Two rules follow from differentiating a logarithm:

$$\mathcal E[AB]=\mathcal E[A]+\mathcal E[B],\qquad
\mathcal E[A+B]=\frac{A\,\mathcal E[A]+B\,\mathcal E[B]}{A+B}.$$

A quotient gives a difference, and a sum gives a mean weighted by the size of the terms.

Until section 5, $F$, $s$, $\nu_r$ and $\nu_d$ are independent of surface temperature. Until section 6, adsorbed species do not block trapping or reaction. Trapped molecules are taken to be in thermal equilibrium with the surface, and growth proceeds through the precursor alone.

## 2. The simplest case: no desorption

If reaction is the one way out, the balance is

$$\frac{dn}{dt}=sF-k_rn .$$

In steady state $n=sF/k_r$, and therefore $R=k_rn=sF$. Each trapped molecule eventually reacts, so $E_{\rm app}=0$ although the reaction has a barrier $E_r$. Heating makes each molecule react sooner, but the population falls by the same factor.

What is held fixed therefore matters. At fixed density $n$, the slope of $R=k_rn$ would be $E_r$. At fixed flux it is zero.

## 3. Adding desorption

With both exits open,

$$\frac{dn}{dt}=sF-(k_r+k_d)n .$$

Setting the left side to zero gives

$$n=\frac{sF}{k_r+k_d},\qquad R=k_rn=sF\,\frac{k_r}{k_r+k_d}.$$

The last fraction is a branching probability. A molecule trapped at time zero is still present at time $t$ with probability $e^{-(k_r+k_d)t}$, so the probability that it ends by desorbing is

$$\varphi_d=\int_0^\infty k_d\,e^{-(k_r+k_d)t}\,dt=\frac{k_d}{k_r+k_d}.$$

The reacting fraction is $\varphi_r=1-\varphi_d=k_r/(k_r+k_d)$, and $R=sF\varphi_r$.

Now apply the two rules. Since $sF$ is constant,

$$E_{\rm app}=\mathcal E[k_r]-\mathcal E[k_r+k_d]
=E_r-\frac{k_rE_r+k_dE_d}{k_r+k_d}
=E_r-\varphi_rE_r-\varphi_dE_d .$$

Because $1-\varphi_r=\varphi_d$, this becomes

$$\boxed{E_{\rm app}=(E_r-E_d)\,\varphi_d}$$

For $E_d>E_r$ it is negative at every finite temperature at which the assumptions hold. For $E_r>0$, heating speeds up the reaction of a molecule that is present, but it shortens the residence time by a larger factor. For $E_r=0$, only the residence time changes.

There is also an energetic reading. Suppose adsorption has no barrier of its own, so that the desorption threshold lies at the energy of the free molecule. Then $E_r-E_d$ is the height of the reaction barrier measured from the free molecule. A negative value means that the barrier top lies below the gas level. Reaction may still be the less likely outcome, because $\nu_d$ can be much larger than $\nu_r$.

**Limits.** The ratio of the two channels is

$$\frac{k_r}{k_d}=\frac{\nu_r}{\nu_d}\,e^{\beta(E_d-E_r)} .$$

- If $E_d>E_r$, cooling favours reaction. Then $\varphi_d\to0$ and $E_{\rm app}\to0$ from below, which is the flux-limited case of section 2.
- If $E_r>E_d$, cooling favours desorption. Then $\varphi_d\to1$ and $E_{\rm app}\to E_r-E_d>0$.
- If $E_r=E_d$, the branching does not depend on temperature, and $E_{\rm app}=0$ for any $\varphi_d$.
- Whenever desorption dominates, $R\approx sFk_r/k_d$, whose slope is $E_r-E_d$. Since $\varphi_d<1$, the magnitude of $E_{\rm app}$ stays below $|E_r-E_d|$ unless both are zero.

The law was tested on four parameter sets $(E_r,E_d,\nu_r,\nu_d)$, in eV and s$^{-1}$: $(0.20,0.40,10^{11},10^{13})$, $(0.40,0.20,10^{14},10^{13})$, $(0.30,0.30,10^{12},10^{13})$ and $(0,0.40,10^{10},10^{13})$, each at 700 and 1000 K. The balance was integrated in time from a bare surface and the final growth rate differentiated numerically. The desorbing fraction was counted separately, by following an adsorbed population to its end without flux. The largest disagreement was $3\times10^{-7}$ eV.

**Curvature.** The slope changes with temperature because $\varphi_d$ does:

$$\frac{d\ln\varphi_d}{d\beta}=-E_d+\varphi_rE_r+\varphi_dE_d=\varphi_r(E_r-E_d).$$

Multiplying by $\varphi_d$ gives $d\varphi_d/d\beta=\varphi_r\varphi_d(E_r-E_d)$, and therefore

$$\frac{d^2\ln R}{d\beta^2}=-\frac{dE_{\rm app}}{d\beta}=-(E_r-E_d)^2\varphi_r\varphi_d\le0 .$$

The plot of $\ln R$ against $1/T$ is concave for either sign of $E_r-E_d$. It is nearly straight when one channel dominates.

## 4. Numbers: silicon from a disilane beam

Consider disilane, Si$_2$H$_6$, striking hot Si(100) from a room-temperature source. The kinetic parameters are round assumptions of a plausible size: $E_r=0.20$ eV, $E_d=0.40$ eV, $\nu_r=10^{11}$ s$^{-1}$, $\nu_d=10^{13}$ s$^{-1}$ and $s=0.5$. The pressure is $10^{-6}$ Torr, the gas temperature $T_g=300$ K and the surface temperature 1000 K.

The flux depends on the gas temperature, which stays fixed when the surface is heated:

$$F=\frac{p}{\sqrt{2\pi mk_BT_g}}=2.57\times10^{14}\ {\rm cm^{-2}\,s^{-1}}.$$

At 1000 K, $k_BT=0.0862$ eV, and the rate constants are

$$k_r=10^{11}e^{-0.20/0.0862}=9.82\times10^{9}\ {\rm s^{-1}},\qquad
k_d=10^{13}e^{-0.40/0.0862}=9.64\times10^{10}\ {\rm s^{-1}}.$$

The desorbing fraction is

$$\varphi_d=\frac{9.64}{0.982+9.64}=0.908 ,$$

so that

$$E_{\rm app}=(0.20-0.40)\times0.908=-0.18\ {\rm eV}\quad(-17.5\ {\rm kJ/mol}).$$

For the growth rate in units of thickness, each reacted molecule supplies two silicon atoms, and the crystal holds $5.00\times10^{22}$ atoms per cm$^3$:

$$\frac{2\times0.5\times2.57\times10^{14}\times0.0924}{5.00\times10^{22}}\ {\rm cm/s}=4.8\times10^{-10}\ {\rm cm/s}=0.285\ {\rm nm/min}.$$

Cooling to 950 K raises this to 0.319 nm/min, and heating to 1100 K lowers it to 0.235 nm/min. A straight line fitted to the model's Arrhenius plot between 950 and 1100 K has the slope $-0.182$ eV. Taking it for $E_r-E_d=-0.20$ eV would understate the magnitude by about 9%. To recover the difference of barriers, the slope must be divided by the desorbing fraction.

The curvature at 1000 K is $-(0.20)^2\times0.0924\times0.908=-0.0034$ eV$^2$, and second differences of the integrated growth rate agree with it. With the same barriers, an even split between the two channels would give the largest magnitude, $(0.20)^2/4=0.010$ eV$^2$.

## 5. When the other factors depend on temperature

Let $\nu_i\propto T^{m_i}$ for $i=r,d$. Since $\ln T=-\ln\beta+{\rm const}$,

$$\mathcal E[T^{m}]=-\frac{d}{d\beta}(-m\ln\beta)=\frac{m}{\beta}=m\,k_BT .$$

Each barrier is then replaced by a local energy $E_i+m_ik_BT$. The derivation of section 3 used nothing about $k_r$ and $k_d$ except their local slopes, so

$$E_{\rm app}=\big[E_r-E_d+(m_r-m_d)k_BT\big]\varphi_d+\mathcal E[s]+\mathcal E[F].$$

If all these factors are constant, the boxed law returns. In the example the corrections are not negligible, because $k_BT$ is almost half of $E_d-E_r$:

- If $\nu_d$ is proportional to $T$ and keeps its value at 1000 K, the shift is $-k_BT\varphi_d=-0.078$ eV.
- If the pressure is fixed and the gas has the surface temperature, then $F\propto T^{-1/2}$ and the shift is $-k_BT/2=-0.043$ eV. A beam from a source at fixed temperature avoids this term.
- If $s$ falls by 5% between 950 and 1100 K, the mean shift over that range is $\ln(0.95)/(\beta_{950}-\beta_{1100})=-0.031$ eV.

A second growth channel that bypasses the precursor and does not depend on temperature contributes a rate $R_0$ with $\mathcal E[R_0]=0$. The rule for sums then gives

$$\mathcal E[R+R_0]=\frac{R}{R+R_0}\,E_{\rm app}.$$

It dilutes the slope without changing its sign. With $R_0=0.1R$ at 1000 K, $-0.1815$ eV becomes $-0.1815/1.1=-0.165$ eV.

## 6. What low coverage has to mean

Now let the precursor block its own sites. With $N_0$ sites per area, $\theta=n/N_0$ and $f=sF/N_0$, trapping needs an empty site, and a site becomes free as soon as its molecule reacts or desorbs:

$$\frac{d\theta}{dt}=f(1-\theta)-(k_r+k_d)\theta .$$

In steady state

$$\theta=\frac{f}{f+k_r+k_d},\qquad \frac{R}{N_0}=k_r\theta=\frac{fk_r}{f+k_r+k_d}.$$

The constant $f$ has zero slope but counts in the weighted mean:

$$E_{\rm app}=E_r-\frac{k_rE_r+k_dE_d}{f+k_r+k_d}.$$

Since $(k_r+k_d)/(f+k_r+k_d)=1-\theta$, the subtracted term equals $(1-\theta)(\varphi_rE_r+\varphi_dE_d)$. Writing $E_r=\theta E_r+(1-\theta)E_r$ and collecting terms,

$$E_{\rm app}=(1-\theta)(E_r-E_d)\varphi_d+\theta E_r .$$

For $\theta\to0$ at fixed $\varphi_d$ the boxed law returns. For $\theta\to1$ the surface is full, the density is fixed, and $E_{\rm app}\to E_r$, as noted in section 2.

To find the sign, put the earlier expression over one denominator:

$$E_{\rm app}=\frac{fE_r-k_d(E_d-E_r)}{f+k_r+k_d}.$$

With $E_d>E_r$, the slope is negative if and only if

$$k_d(E_d-E_r)>fE_r .$$

A small $\theta$ by itself is not sufficient. If reaction is much faster than desorption, $\varphi_d$ is small as well, and a small positive term $\theta E_r$ can outweigh the negative one. Low coverage in the sense needed here means both $\theta\ll1$ and $\theta E_r\ll|E_r-E_d|\varphi_d$.

For $E_r>0$, equality marks a maximum of the growth rate, because $k_d$ increases with temperature and the slope turns from positive to negative on heating. Solving $\nu_de^{-\beta E_d}=fE_r/(E_d-E_r)$ for $T$ gives

$$T_{\max}=\frac{E_d}{k_B\ln\!\left[\nu_d(E_d-E_r)/(fE_r)\right]},$$

provided the argument of the logarithm exceeds one. As a test case with visible coverage, take $E_r=0.60$ eV, $E_d=0.80$ eV, $\nu_r=10^9$ s$^{-1}$, $\nu_d=10^{13}$ s$^{-1}$ and $f=100$ s$^{-1}$. The maximum needs $k_d=300$ s$^{-1}$, and the formula gives 383.15 K. A numerical search on the integrated balance finds the same temperature, with $\theta=0.24$.

In the disilane example, $f=0.19$ s$^{-1}$ while $k_d$ is near $10^{11}$ s$^{-1}$, and the precursor coverage is $1.8\times10^{-12}$. The precursor does not crowd itself out. The hydrogen it leaves behind is another matter.

## 7. Blocking by a reaction product

Each reacting Si$_2$H$_6$ brings six hydrogen atoms. Assume that all of them stay on the surface until they leave as H$_2$, at a first-order rate $k_H=\nu_He^{-\beta E_H}$ per atom. Let $x$ be the number of hydrogen atoms per surface site, and let reaction need two vacant sites. For randomly placed hydrogen the reaction constant becomes

$$K=k_r(1-x)^2 .$$

Trapping and desorption are taken to be unaffected. The growth rate and the hydrogen balance are

$$R=sF\,\frac{K}{K+k_d},\qquad 6R=N_0k_Hx .$$

The first equation has the form treated in section 3, so $E_{\rm app}=\varphi_d(\mathcal E[K]-E_d)$, now with $\varphi_d=k_d/(K+k_d)$. The slope of $K$ is

$$\mathcal E[K]=E_r-2\frac{d\ln(1-x)}{d\beta}=E_r+\frac{2}{1-x}\frac{dx}{d\beta}
=E_r+g\,\frac{d\ln x}{d\beta},\qquad g=\frac{2x}{1-x}.$$

The balance gives $\ln x=\ln R-\ln k_H+{\rm const}$, and hence

$$\frac{d\ln x}{d\beta}=-E_{\rm app}+E_H .$$

Inserting this,

$$E_{\rm app}=\varphi_d\big[E_r-E_d+g(E_H-E_{\rm app})\big].$$

Moving the term with $E_{\rm app}$ to the left and dividing,

$$E_{\rm app}=\frac{\varphi_d\,(E_r-E_d+gE_H)}{1+g\varphi_d}.$$

For $x\to0$, $g\to0$ and the boxed law returns. For $x\to1$, $g\to\infty$ and $\varphi_d\to1$, so $E_{\rm app}\to E_H$: growth waits for hydrogen to leave.

The sign changes when $gE_H=E_d-E_r$, that is, when $2xE_H=(1-x)(E_d-E_r)$:

$$x_0=\frac{E_d-E_r}{2E_H+E_d-E_r}.$$

With the rough values $E_H=2.5$ eV and $\nu_H=10^{15}$ s$^{-1}$, $x_0=0.20/5.20=0.038$. In this model, about 4% of a hydrogen layer reverses the slope, because the hydrogen coverage changes with an energy much larger than $E_d-E_r$. Solving the balance numerically gives:

| $T$ (K) | $x$ | $R$ (nm/min) | $E_{\rm app}$ (eV) |
|---|---|---|---|
| 850 | 0.086 | 0.351 | +0.205 |
| 900 | 0.013 | 0.351 | −0.117 |
| 950 | 0.0021 | 0.317 | −0.169 |
| 1000 | 0.0004 | 0.285 | −0.180 |
| 1100 | 0.00002 | 0.235 | −0.185 |

The nearly equal rates at 850 and 900 K lie on either side of a maximum at 871 K, where the computed coverage is 0.038, as the formula requires. Without hydrogen, $E_{\rm app}$ at 850 K would be $-0.173$ eV. At 1000 K hydrogen shifts the slope by 0.002 eV, and the line fitted from 950 to 1100 K changes from $-0.182$ to $-0.180$ eV.

The maximum moves with pressure. Put $x=x_0$ in the balance and divide by the reacting fraction:

$$\frac{k_H(T)}{\varphi_r(T,x_0)}=\frac{6sF}{N_0x_0}.$$

For $E_d>E_r$ the left side rises with temperature, since $k_H$ increases and $\varphi_r$ decreases. At fixed $s$, a larger flux therefore moves the maximum to a higher temperature and narrows the range of negative slope from below.

## 8. The model beside the real process

The example belongs to the regime of gas-source molecular beam epitaxy, in which silicon is grown from disilane at low pressure. The values of $E_r$, $E_d$, the prefactors and $s$ are assumptions, so $-0.18$ eV is a result of the model and not a measured slope. The assumption most clearly broken on cooling is that of a bare surface: with the hydrogen parameters used here, the slope weakens to $-0.12$ eV at 900 K and is positive at 850 K. These figures depend on the hydrogen model. On Si(100), first-order desorption reflects the pairing of hydrogen on surface dimers, and the pairs break up at low coverage, so first-order loss from randomly placed atoms is an idealisation. If hydrogen leaves only from doubly occupied dimers and reaction needs an empty dimer, an assumed pairing energy of 0.25 to 0.32 eV raises the coverage at the sign change from 4% to about 8% and the shift at 1000 K from 0.002 to about 0.01 eV, while the maximum moves down by less than 10 K. The values of $E_H$ and $\nu_H$ matter as well: $E_H=1.95$ eV with $\nu_H=2.2\times10^{11}$ s$^{-1}$ puts the maximum at 898 K and the slope at 900 K at $-0.01$ eV, while $E_H=2.5$ eV with $\nu_H=5\times10^{15}$ s$^{-1}$ gives 834 K and $-0.16$ eV. At 1000 K and the pressure of $10^{-6}$ Torr used here, the unknown temperature dependence of the prefactors matters more, at 0.08 eV per power of $T$. This ranking depends on pressure: at $10^{-4}$ Torr the same hydrogen parameters would shift the slope at 1000 K by about $+0.18$ eV, enough to cancel it.

Thermal equilibrium is also uncertain. The residence time at 1000 K is $1/(k_r+k_d)=9.4$ ps. If a trapped molecule needs about 1 ps to reach the surface temperature, a fraction $1-e^{-1/9.4}=0.10$ would leave within that time at the thermal rates. For these molecules the rate constants used here are not justified. The resulting shift of $E_{\rm app}$ would require a model of the energy exchange and is not estimated here.

A measured negative slope is thus compatible with $E_d>E_r$ but does not establish it, since a falling trapping probability or flux acts in the same direction. Using the boxed law to obtain $E_r-E_d$ requires that the flux, the trapping probability and the prefactors do not change with surface temperature, or that their changes are known and corrected for. It also requires that growth bypassing the precursor is negligible, that the desorbing fraction is known, and that changing the flux leaves the slope unchanged in the temperature range used. The last condition tests for partial blocking, because $f$ and $x$ depend on the flux while the low-coverage slope does not. It does not exclude a nearly full surface, whose slope can also be almost independent of the flux. In the model of section 6 that slope is close to $E_r$. In the model of section 7 it is close to $E_H$, provided the blocked reaction is also much slower than desorption. Both limits are positive when these barriers are. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Er = 0.20 eV, Ed = 0.40 eV
nu_r = 1.0e+11 1/s, nu_d = 1.0e+13 1/s
trapping probability s = 0.50
pressure = 1.0e-06 Torr, gas T = 300 K
surface T = 1000 K, kT = 0.08617 eV
lattice constant = 0.543 nm
disilane mass = 62.22 u
impinging flux F = 2.571e+14 1/(cm2 s)
site density N0 = 6.783e+14 1/cm2
Si atom density = 4.997e+22 1/cm3
k_r = 9.818e+09 1/s, k_d = 9.640e+10 1/s
residence time = 9.41 ps
precursor coverage = 1.78e-12
desorbing fraction phi_d = 0.9076
reacting fraction phi_r = 0.0924
growth rate = 0.2854 nm/min
E_app = -0.1815 eV = -17.51 kJ/mol
curvature d2 lnR/dbeta2: numeric -0.003356 eV^2, formula -0.003356 eV^2
largest error of main law in tests = 3.0e-07 eV
hydrogen: E_H = 2.50 eV, nu_H = 1.0e+15 1/s
T (K) | phi_d | growth (nm/min) | E_app (eV) | H coverage | growth with H (nm/min) | E_app with H (eV)
850 | 0.8670 | 0.4106 | -0.1734 | 8.59e-02 | 0.3508 | 0.2051
900 | 0.8835 | 0.3596 | -0.1767 | 1.29e-02 | 0.3514 | -0.1165
950 | 0.8968 | 0.3186 | -0.1794 | 2.14e-03 | 0.3174 | -0.1692
1000 | 0.9076 | 0.2854 | -0.1815 | 4.18e-04 | 0.2852 | -0.1795
1050 | 0.9164 | 0.2580 | -0.1833 | 9.49e-05 | 0.2580 | -0.1828
1100 | 0.9238 | 0.2352 | -0.1848 | 2.46e-05 | 0.2352 | -0.1846
growth maximum with H: T = 871.3 K, H coverage = 0.0385
H coverage at sign change, formula = 0.0385
fit window = 950 to 1100 K
fitted E_app without H = -0.1822 eV
fitted E_app with H = -0.1804 eV
shift of E_app by H at 1000 K = 0.0020 eV
shift if nu_d is proportional to T = -0.0782 eV
shift at fixed pressure, gas at surface T = -0.0431 eV
assumed fall of s over fit window = 5 percent
shift of E_app by that fall = -0.0308 eV
direct channel / precursor channel = 0.10
E_app with direct channel = -0.1650 eV
assumed thermalisation time = 1.0 ps
fraction leaving within that time = 0.1008
precursor-blocking test: Er = 0.60 eV, Ed = 0.80 eV
  nu_r = 1.0e+09 1/s, nu_d = 1.0e+13 1/s, f = 100 1/s
  rate maximum: numeric 383.15 K, formula 383.15 K
  precursor coverage at maximum = 0.2422
```
